\section*{Density-Dependent Pair Potential of a Simple Metal and Its Friedel Tail}

\section{The decision: where to cut, and when to retabulate}

Someone who simulates a simple metal with a tabulated pair potential $\phi(r)$ must decide at what distance to cut it off, and whether the same table may be kept when the volume changes. Both answers follow from the way conduction electrons mediate the interaction. At large distance
\begin{equation}
\phi(r)\simeq A\,\frac{\cos(2k_Fr)}{r^3}.
\label{tail}
\end{equation}
The number of ions in a shell of fixed thickness grows as $r^2$, so the sum of $|\phi|$ over neighbours grows logarithmically with the cutoff. The energy converges through cancellation between oscillations, which a sharp cutoff disturbs. The potential also depends on the electron density $n$, so a table made at one volume is not the table for another.

\section{Model and first-order energy}

Hartree atomic units are used. There are $N$ identical ions of valence $Z$ in a volume $\Omega$, with $\Omega_0=\Omega/N$ and $n=Z/\Omega_0=k_F^3/(3\pi^2)$. The electrons are at zero temperature and have an infinite mean free path. Each ion acts on them through a weak local pseudopotential $w(r)$, equal to $-Z/r$ outside the core. Transforms are $w(q)=\int w(r)e^{-i\mathbf q\cdot\mathbf r}d^3r$, so that at small $q$
\begin{equation}
w(q)=-\frac{4\pi Z}{q^2}+\alpha+O(q^2),\qquad
\alpha=\int\Bigl(w+\frac Zr\Bigr)d^3r .
\label{alpha}
\end{equation}

The reference state is the uniform electron gas, with energy $\varepsilon(n)$ per electron. At $q=0$ the Coulomb energies of the electrons, the ions and their mutual attraction cancel, because the total charge is zero. What remains to first order in $w$ is $(ZN)(N/\Omega)\alpha=N\,n\alpha$.

\section{Second-order energy of the electrons}

\subsection*{Independent electrons}

Let a potential with Fourier components $V_{\mathbf q}$, $\mathbf q\neq0$, act on independent electrons. Its matrix element between $\mathbf k$ and $\mathbf k+\mathbf q$ is $V_{\mathbf q}/\Omega$. With both spins, second-order perturbation theory gives
\begin{equation}
E_2=2\sum_{k<k_F}\sum_{\mathbf q\ne0}
\frac{|V_{\mathbf q}|^2/\Omega^2}{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}
=\frac1{2\Omega}\sum_{\mathbf q\neq0}\chi_0(q)|V_{\mathbf q}|^2 .
\end{equation}
Transitions between two occupied states may be left in the sum, since the two directions cancel. For the same reason the integral is a principal value. Take $k_z$ along $\mathbf q$. Then $E_{\mathbf k}-E_{\mathbf k+\mathbf q}=-q(k_z+q/2)$, and the Fermi sphere has cross-section $\pi(k_F^2-k_z^2)$:
\begin{equation}
\chi_0=\frac{4}{(2\pi)^3}\Bigl(-\frac{\pi}{q}\Bigr)
\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k_z^2}{k_z+q/2}\,dk_z .
\end{equation}
Write the integrand as $-(k_z-q/2)+(k_F^2-q^2/4)/(k_z+q/2)$. The first part integrates to $k_Fq$ and the second gives a logarithm. With $x=q/2k_F$,
\begin{equation}
\chi_0=-\frac{k_F}{\pi^2}F(x),\qquad
F=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .
\label{lind}
\end{equation}
This is the Lindhard function. It is even in $q$ and smooth at $q=0$, where $F=1$. At $x=1$ its slope diverges logarithmically: $q=2k_F$ is the largest momentum that joins two points of the Fermi sphere.

\subsection*{Interacting electrons}

For a bare potential $W_{\mathbf q}$, write the energy as a quadratic functional of the density change $\delta n_{\mathbf q}$:
\begin{equation}
E[\delta n]=\frac1\Omega\sum_{\mathbf q\ne0}\Bigl[W_{\mathbf q}^*\delta n_{\mathbf q}
+\tfrac12\Bigl(-\frac1{\chi_0}+U\Bigr)|\delta n_{\mathbf q}|^2\Bigr],
\quad U=\frac{4\pi}{q^2}(1-G).
\end{equation}
The stiffness $-1/\chi_0$ is fixed by the requirement that $U=0$ return the previous result. $U$ is the Coulomb repulsion reduced by a local-field factor $G(q)$ for exchange and correlation, assumed even in $q$ and smooth. Setting the derivative to zero,
\begin{equation}
\delta n_{\mathbf q}=\chi W_{\mathbf q},\quad
\chi=\frac{\chi_0}{1-U\chi_0},\quad
E_2=\frac1{2\Omega}\sum_{\mathbf q\ne0}\chi|W_{\mathbf q}|^2 .
\label{chi}
\end{equation}
At the minimum the quadratic term is minus half the linear one, hence the factor $\frac12$.

\section{From response to pair potential}

For ions at $\mathbf R_j$, $W_{\mathbf q}=w(q)\rho_{\mathbf q}$ with $\rho_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf R_j}$, and
\begin{equation}
|\rho_{\mathbf q}|^2-N=\sum_{i\ne j}e^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)} .
\end{equation}
The direct ion--ion energy is $(1/2\Omega)\sum_{\mathbf q\neq0}(4\pi Z^2/q^2)(|\rho_{\mathbf q}|^2-N)$. Define
\begin{equation}
\tilde\phi(q)=\frac{4\pi Z^2}{q^2}+\chi(q)w(q)^2 .
\end{equation}
The ion--ion and second-order energies together are then
\begin{equation}
E_s=\frac1{2\Omega}\sum_{\mathbf q\ne0}\tilde\phi(q)\bigl(|\rho_{\mathbf q}|^2-N\bigr)
+\frac N{2\Omega}\sum_{\mathbf q\ne0}\chi w^2 .
\end{equation}
The last term is the energy of each ion with its own screening cloud. Adding the missing $\mathbf q=0$ term to the first sum turns it into a real-space pair sum. The same term, $\tilde\phi(0)(N^2-N)/2\Omega$, must be subtracted again; for large $N$ it equals $N\tilde\phi(0)/2\Omega_0$. Therefore
\begin{align}
\frac{E_s}{N}&=\frac1{2N}\sum_{i\neq j}\phi(R_{ij};n)
+\frac12\int\!\frac{d^3q}{(2\pi)^3}\chi w^2-\frac{\tilde\phi(0)}{2\Omega_0},
\label{es}\\
\phi(r;n)&=\frac{Z^2}{r}+\int\!\frac{d^3q}{(2\pi)^3}\,\chi(q;n)w(q)^2e^{i\mathbf q\cdot\mathbf r}.
\label{phi}
\end{align}

\subsection*{The limit $q\to0$}

From (\ref{chi}), $1/\chi=1/\chi_0-U=-4\pi/q^2-B+O(q^2)$, where
\begin{equation}
B=\frac{\pi^2}{k_F}-\lim_{q\to0}\frac{4\pi G}{q^2}.
\end{equation}
Inverting and squaring,
\begin{equation}
\chi=-\frac{q^2}{4\pi}+\frac{Bq^4}{16\pi^2}+\dots,\qquad
w^2=\frac{16\pi^2Z^2}{q^4}-\frac{8\pi Z\alpha}{q^2}+\dots
\end{equation}
Their product is $-4\pi Z^2/q^2+2Z\alpha+Z^2B$. The divergence cancels the direct repulsion, and
\begin{equation}
\tilde\phi(0)=Z^2B+2Z\alpha .
\end{equation}
Since $Z/\Omega_0=n$, the subtracted term is $\frac12ZnB+n\alpha$. It removes the first-order energy $n\alpha$, and the total energy is
\begin{equation}
\begin{aligned}
E&=Nu(n)+\tfrac12\sum_{i\ne j}\phi(R_{ij};n),\\
u&=Z\bigl(\varepsilon-\tfrac12nB\bigr)+\tfrac12\int\!\frac{d^3q}{(2\pi)^3}\chi w^2 .
\end{aligned}
\label{total}
\end{equation}

\subsection*{What density dependence means}

The density enters $\phi$ through $\chi$. When ions rearrange at fixed volume, $u$ is constant and $\phi$ is one fixed function, so it gives energy differences and forces. In a uniform dilation $dR/d\Omega=R/3\Omega$ and $dn/d\Omega=-n/\Omega$, so the pressure $p=-dE/d\Omega$ obeys
\begin{equation}
p\,\Omega=Nn\frac{du}{dn}
+\frac12\sum_{i\ne j}\Bigl(n\frac{\partial\phi}{\partial n}
-\frac{R_{ij}}3\frac{\partial\phi}{\partial R_{ij}}\Bigr).
\end{equation}
A frozen table supplies the last term alone.

In an alloy, $W_{\mathbf q}=\sum_aw_a\rho_{a,\mathbf q}$. The same steps replace $Z^2$ by $Z_aZ_b$ and $w^2$ by $w_aw_b$ in (\ref{phi}), with one $\chi$ set by the mean electron density. Changing the composition can therefore change every pair potential.

\section{The singularity and the tail}

The angular integral in (\ref{phi}) gives
\begin{equation}
\phi(r)=\frac1{2\pi^2r}\int_0^\infty q\,\tilde\phi(q)\sin(qr)\,dq .
\label{radial}
\end{equation}
The integrand is even in $q$, so this is half an integral over the whole line, on which $\tilde\phi$ is smooth at $q=0$. Repeated integration by parts shows that smooth parts of $\tilde\phi$ leave no power-law tail. The power law comes from the singular points $\pm2k_F$, whose equal contributions are counted by taking $+2k_F$ once in (\ref{radial}).

\subsection*{Expansion near $2k_F$}

Let $y=q-2k_F$. Then
\begin{equation}
\frac{1-x^2}{4x}=-\frac{y}{4k_F}\Bigl(1-\frac{y}{4k_F}+\dots\Bigr).
\end{equation}
In (\ref{lind}), write $\ln|1-x|=\ln|y|-\ln2k_F$. This separates $\chi_0=a+b\ln|y|$ with
\begin{equation}
a=-\frac{k_F}{2\pi^2}+\frac{\ln4k_F}{4\pi^2}\,y+\dots,\qquad
b=-\frac{y}{4\pi^2}\Bigl(1-\frac y{4k_F}+\dots\Bigr).
\end{equation}
Put $P=qw^2$ and expand $P\chi$ in powers of $b\ln|y|$:
\begin{equation}
P\chi=\frac{Pa}{1-Ua}+\frac{Pb\ln|y|}{(1-Ua)^2}
+\frac{PUb^2\ln^2|y|}{(1-Ua)^3}+\dots
\end{equation}
The first term is smooth. From here on $U$, $U'$, $\chi_0$, $w$ and $P$ denote values at $q=2k_F$, and primes are $q$-derivatives. With $D=1-U\chi_0$ and $K=-P/(4\pi^2D^2)$, the singular part through order $y^2$ is
\begin{equation}
K\Bigl[y\ln|y|+C_1y^2\ln|y|-\frac{U}{4\pi^2D}\,y^2\ln^2|y|\Bigr],
\label{sing}
\end{equation}
\begin{equation}
C_1=(\ln qw^2)'+\frac2D\Bigl(U'\chi_0+\frac{U\ln4k_F}{4\pi^2}\Bigr)-\frac1{4k_F}.
\end{equation}
The three parts of $C_1$ are the relative slopes of $P$, of $(1-Ua)^{-2}$ and of $b/y$.

\subsection*{Fourier transforms}

For $r>0$ the gamma-function integral, continued in the exponent $s$, gives
\begin{equation}
\int_{-\infty}^{\infty}|y|^se^{iyr}dy
=-\frac{2\Gamma(1+s)\sin(\pi s/2)}{r^{1+s}}
=-\frac{\pi s}{r}\bigl[1-s(\ln r+\gamma)+\dots\bigr],
\end{equation}
where $\gamma$ is Euler's constant. The left side is also the transform of $1+s\ln|y|+\frac12s^2\ln^2|y|+\dots$. Comparing powers of $s$,
\begin{equation}
\ln|y|\to-\frac{\pi}{r},\qquad
\ln^2|y|\to\frac{2\pi(\ln r+\gamma)}{r}.
\end{equation}
A factor $y$ becomes $-i\,d/dr$, so
\begin{align}
y\ln|y|&\to-\frac{i\pi}{r^2},\qquad y^2\ln|y|\to\frac{2\pi}{r^3},\\
y^2\ln^2|y|&\to-\frac{2\pi}{r^3}(2\ln r+2\gamma-3).
\end{align}

\subsection*{Leading term}

Since $\sin(qr)=\mathrm{Im}\,e^{2ik_Fr}e^{iyr}$, the first term of (\ref{sing}) contributes $K\,\mathrm{Im}[-i\pi e^{2ik_Fr}/r^2]=-\pi K\cos(2k_Fr)/r^2$ to the integral. Multiplying by $1/(2\pi^2r)$ gives $-(K/2\pi)\cos(2k_Fr)/r^3$. With $P=2k_Fw^2$,
\begin{equation}
\boxed{\;\phi\to A\,\frac{\cos2k_Fr}{r^3},\qquad
A=-\frac{K}{2\pi}=\frac{k_F\,w(2k_F)^2}{4\pi^3D^2}\;}
\label{A}
\end{equation}
One factor $1/D$ screens each of the two pseudopotentials. If $w(2k_F)=0$ at a simple zero, $w^2$ supplies an extra $y^2$. The singularity weakens to $y^3\ln|y|$, whose transform falls as $r^{-4}$, and the tail becomes $-6A'\cos(2k_Fr)/r^5$ with $A'=k_F\,w'^2/(4\pi^3D^2)$, opposite in sign to (\ref{A}).

\subsection*{First correction}

The $y^2$ terms have real transforms and so multiply $\sin2k_Fr$. Using $K=-2\pi A$,
\begin{equation}
\phi=\frac{A}{r^3}\Bigl[\cos2k_Fr-\frac{C(r)}r\sin2k_Fr\Bigr]
+O\!\left(\frac{\ln^2r}{r^5}\right),
\label{two}
\end{equation}
with $C=2C_1+U(2\ln r+2\gamma-3)/(2\pi^2D)$. Combining the logarithms,
\begin{equation}
C=2\Bigl[(\ln qw^2)'+\frac{2U'\chi_0}{D}-\frac1{4k_F}\Bigr]
+\frac{U}{\pi^2D}\Bigl[\ln(4k_Fr)+\gamma-\frac32\Bigr].
\label{C}
\end{equation}
For $C/r\ll1$ the bracket in (\ref{two}) is $\cos(2k_Fr+C/r)$ to first order: the correction is a phase shift that dies out slowly. The leading law needs $r\gg|C|$. The size of $C$ depends on $w$ and $U$; in the example below it exceeds one oscillation period $\pi/k_F$.

\subsection*{Contrast: a response without the singularity}

Thomas--Fermi theory replaces $F$ by 1. With $G=0$,
\begin{equation}
\chi=-\frac{q^2}{4\pi}\,\frac{\kappa^2}{q^2+\kappa^2},\qquad \kappa^2=\frac{4k_F}{\pi}.
\end{equation}
Take the empty-core pseudopotential, zero for $r<R_c$ and $-Z/r$ outside. With a convergence factor at infinity,
\begin{equation}
w(q)=-\frac{4\pi Z}{q}\int_{R_c}^\infty\sin(qr)\,dr=-\frac{4\pi Z}{q^2}\cos qR_c,
\qquad \alpha=2\pi ZR_c^2 .
\end{equation}
Then (\ref{phi}) becomes
\begin{equation}
\phi_{TF}=\frac{Z^2}r\Bigl[1-\frac2\pi\int_0^\infty
\frac{\kappa^2\cos^2(qR_c)}{q^2+\kappa^2}\,\frac{\sin qr}{q}\,dq\Bigr].
\end{equation}
Without the cosine factor, the integral times $2/\pi$ is $1-e^{-\kappa r}$. Writing $\cos^2qR_c=\frac12+\frac12\cos2qR_c$ averages this result over $r$ and $r\pm2R_c$, so for $r>2R_c$
\begin{equation}
\phi_{TF}=\frac{Z^2}{r}\cosh^2(\kappa R_c)\,e^{-\kappa r}.
\end{equation}
The interaction is repulsive and exponentially short-ranged.

\section{Worked example: a trivalent model metal}

Take $Z=3$, $r_s=2$ bohr and an empty core with $R_c=1.1$ bohr. For the local field use the modified Hubbard-type form $G=q^2/[2(q^2+2k_F^2)]$. Its small-$q$ limit $q^2/4k_F^2$ gives $B=\pi^2/k_F-\pi/k_F^2$, where $-\pi/k_F^2$ is the second density derivative of the exchange energy $-\frac34(3/\pi)^{1/3}n^{4/3}$ per volume.

\subsection*{Amplitude}

Here $k_F=0.9596$ bohr$^{-1}$, so one oscillation takes $\pi/k_F=3.27$ bohr. At $2k_F$ the inputs are $w=5.265$ and $U=2.275$ hartree bohr$^3$, and $\chi_0=-0.04861$ hartree$^{-1}$ bohr$^{-3}$. Hence
\begin{align}
D&=1+2.275\times0.04861=1.111,\\
A&=\frac{0.9596\times5.265^2}{4\pi^3\times1.111^2}=0.174\ \text{hartree bohr}^3 .
\end{align}

\subsection*{Where the tail can be trusted}

The fcc nearest-neighbour distance is 5.22 bohr. With $(\ln qw^2)'=2.105$ bohr and $U'=-2.765$ hartree bohr$^4$, (\ref{C}) gives there
\begin{equation}
C=2(2.105+0.242-0.261)+0.431=4.60\ \text{bohr}.
\end{equation}
Thus $C/r=0.88$, and the expansion is not in its range. The potentials, in hartree, are:
\begin{center}
\begin{tabular}{rrrr}
$r$ (bohr) & $\phi$ & one term & two terms\\
5.22 & $1.29\times10^{-3}$ & $-1.02\times10^{-3}$ & $-0.41\times10^{-3}$\\
10 & $1.30\times10^{-4}$ & $1.64\times10^{-4}$ & $1.36\times10^{-4}$\\
40 & $2.13\times10^{-7}$ & $5.47\times10^{-7}$ & $2.13\times10^{-7}$
\end{tabular}
\end{center}
At the nearest neighbour both asymptotic forms have the wrong sign. At 10 bohr the leading term is 26\% above $\phi$ and the two-term form 5\% above. At 40 bohr the cosine is near a node, so the small phase shift matters greatly. Over one period starting at 100 bohr, the largest errors relative to the envelope $A/r^3$ are 5.2\% with one term and 0.09\% with two; from 200 bohr they are 2.7\% and 0.02\%. The one-term error falls roughly as $1/r$ and the two-term error roughly as $1/r^2$, as (\ref{two}) requires up to logarithms.

For a cutoff near 20 bohr, the envelope is $0.174/20^3=2.2\times10^{-5}$ hartree. A shell one period thick holds about $4\pi(20)^2(3.27)/100.5=164$ ions, with $\Omega_0=100.5$ bohr$^3$. If all contributed the envelope value with one sign, the energy per ion would be $\frac12(164)(2.2\times10^{-5})\approx1.8\times10^{-3}$ hartree. This is only a rough upper bound on the shell's contribution, since the cosine changes sign within the shell. For uniformly spread ions the tail omitted beyond $R$ is $(2\pi A/\Omega_0)\int_R^\infty\cos(2k_Fr)\,dr/r$, of amplitude about $\pi A/(\Omega_0k_FR)=2.8\times10^{-4}$ hartree at 20 bohr; in a crystal the discrete shells alter this estimate. A sharp cutoff at 20 bohr shifts the pair sum by $-1.2\times10^{-4}$ hartree per ion for fcc and by $+3.3\times10^{-4}$ for bcc. The bcc structure lies $4.29\times10^{-3}$ hartree (117 meV) per ion above fcc in this model, so this cutoff keeps the order of the two structures but misstates their difference by $4.5\times10^{-4}$ hartree, about 10.5\%. The error jumps as shells enter: for sharp cutoffs between 17 and 23 bohr it ranges from about $-2\times10^{-4}$ to $+8\times10^{-4}$ hartree, up to 18\% of the difference.

The numerical check uses a gradual cutoff instead. Multiplying $\phi$ by $(1+t+t^2/2)e^{-t}$, with $t=(r/L)^2$, changes it by a relative amount of order $t^3$ at small $t$; in $q$ space it smooths $\tilde\phi$ over a width of order $1/L$. With $L=30$ bohr, pair sums plus the volume terms of (\ref{es}) reproduce independent reciprocal-space energies of fcc and bcc within the test tolerance of $2\times10^{-5}$ hartree per ion.

\subsection*{Changing the density}

Expand the crystal to $r_s=2.05$ bohr, a volume increase of 7.7\%. At the fixed distance 5.22 bohr, $\phi$ drops from $1.29\times10^{-3}$ to $0.86\times10^{-3}$ hartree. Its lowest value between 3.5 and 12 bohr moves from $-25.8$ meV at 7.60 bohr to $-24.5$ meV at 7.69 bohr.

The fcc pair sum changes by $-5.42\times10^{-3}$ hartree per ion if $\phi$ is updated, but by $-1.88\times10^{-3}$ if the old table is kept. The volume terms of (\ref{es}) change more. In units of $10^{-3}$ hartree per ion,
\begin{equation}
\Delta E_s/N=-5.4+17.4+67.1=79.1,
\end{equation}
from the pairs, the ion's own screening energy and the $q=0$ term. The uniform-gas and first-order energies, $Z\varepsilon+n\alpha$, must still be added to obtain the total change, and they cancel most of it. In the same units $n\alpha$ changes by $-48.6$, removing the $\alpha$ part of the $q=0$ term, and $Z\varepsilon$ with kinetic and exchange energy only changes by $-23.2$. The function $u$ of (\ref{total}) then changes by $+12.7$, against $-5.4$ for the pairs.

\subsection*{The role of the singularity}

For the same core, the Thomas--Fermi formula gives $4.80\times10^{-5}$ hartree at 10 bohr, and direct quadrature agrees within 1\%. At 20 bohr the quadrature value is tested to lie below 5\% of the Lindhard envelope $A/r^3$. The numerical check also confirms the response energy (\ref{chi}) by diagonalizing electron bands in a weak, self-consistently screened potential.

\section{Conditions of validity}

The result is second order in $w$; higher orders bring in forces among three or more ions. The simple form of $A$ uses a local pseudopotential and a spherical Fermi surface. It also needs a sharp one: if temperature or scattering spreads the edge over a width $\delta k$, the singularity is rounded on that scale, and (\ref{tail}) can hold only for $r\ll1/\delta k$. The asymptotic law then needs a window between $|C|$ and $1/\delta k$. At neighbour distances the full integral (\ref{phi}) should be tabulated, at the density of the calculation.

\section*{Table of computed values}
\begin{verbatim}
Z = 3, core radius = 1.1 bohr, rs = 2.0 bohr
kF = 0.95958 /bohr, 2kF = 1.91916 /bohr
electron density = 0.029842 /bohr^3
oscillation period pi/kF = 3.2739 bohr
Energy coefficients (a.u.): q, bare bands, chi0, full bands, chi
  1.2  -0.083349  -0.083350  -0.053164  -0.053164
  2.4  -0.024554  -0.024553  -0.023766  -0.023763
alpha = 22.8080 hartree bohr^3
phi~(0): formula 198.7094, at q=0.01 198.6955 hartree bohr^3
chi0(2kF) = -0.048613 /(hartree bohr^3)
U(2kF) = 2.27456 hartree bohr^3, D = 1.11057
U'(2kF) = -2.76543 hartree bohr^4
w(2kF) = 5.26488 hartree bohr^3
(ln q w^2)' at 2kF = 2.10466 bohr
A = 0.173882 hartree bohr^3
fcc nearest distance = 5.2192 bohr
C at that distance = 4.6030 bohr, at 100 bohr = 5.2157 bohr
r (bohr), phi, one term, two terms (hartree)
    5.2192  1.286423e-03 -1.015102e-03 -4.134565e-04
   10.0000  1.299546e-04  1.638102e-04  1.361789e-04
   20.0000  1.387201e-05  1.684519e-05  1.349256e-05
   40.0000  2.129310e-07  5.469223e-07  2.125592e-07
  100.0000 -1.648281e-07 -1.671737e-07 -1.646789e-07
Largest error / envelope over one period: one term, two terms
  from 100 bohr: 0.05190, 0.000896
  from 200 bohr: 0.02672, 0.000219
Thomas-Fermi phi(10 bohr): quadrature 4.7644e-05, formula 4.7975e-05 hartree
rs=2.00: lowest phi in 3.5-12 bohr at 7.60 bohr
  value -0.000950 hartree = -25.84 meV
  phi at 5.2192 bohr = 0.001286 hartree
rs=2.05: lowest phi in 3.5-12 bohr at 7.69 bohr
  value -0.000902 hartree = -24.54 meV
  phi at 5.2192 bohr = 0.000861 hartree
Per ion (hartree): reciprocal energy, pair sum, own term, q=0 term
  fcc rs=2.00: -2.937931 0.005071 -1.954702 -0.988299
  bcc rs=2.00: -2.933643 0.009358 -1.954702 -0.988299
  fcc rs=2.05: -2.858880 -0.000346 -1.937290 -0.921243
bcc - fcc per ion: reciprocal 0.004287, pairs 0.004287 hartree
fcc pair-sum change, rs 2.00 to 2.05 bohr, per ion:
  phi updated -0.005417, phi frozen -0.001883 hartree
\end{verbatim}
